# Why Lambda-based triples corrections grow more slowly in a stretched bond

Let a bond pair have a reference determinant $|0\rangle$ and a doubly excited determinant $|D\rangle$ with amplitude $t$. Let a triple $|T\rangle$ be reachable from $|D\rangle$ alone, through a matrix element $v$. The perturbative triples correction creates the triple once, divides once by its orbital-energy gap $D_3$, and removes it once.

The sign of a basis state is a convention, so no energy may depend on it. Reversing the sign of $|T\rangle$ reverses $v$, and the correction must therefore be even in $v$. Reversing the sign of $|D\rangle$ reverses both $v$ and $t$, so a correction built from $v$, $t$ and $D_3$ alone must be even in $t$ as well. Creating the triple once and removing it once gives $v^2$, and the gap divides once, so the form is

$$E_{\rm triples}=-\frac{v^2}{D_3}\,f(t),\qquad f(-t)=f(t).$$

One factor $t$ comes from the state on the right, in which $|D\rangle$ must be present before the triple can form. The other factor is the amplitude with which the left state receives $|D\rangle$ back, and it must also be odd in $t$. CCSD(T) uses $t$ itself, from $T^\dagger$. The Lambda-based correction uses the CCSD multiplier $\lambda$. Symmetry allows both choices, and the difference between them is a matter of normalization.

## A model that contains a triple

A pair alone has two electrons and no triples, so a third electron is needed. Put two electrons in a bonding orbital $g$, one of each spin, and a neighbouring electron in $s$. The antibonding orbital $u$ and two further spin orbitals $a,b$ are empty. The Hamiltonian has three parts:

- orbital energies $\varepsilon_g=-\Delta/4$, $\varepsilon_u=+\Delta/4$, $\varepsilon_s$, $\varepsilon_a$ and $\varepsilon_b$;
- a coupling $K>0$ that moves the pair from $g$ to $u$ and back;
- a coupling $v$ by which the spin-up electron in $u$ and the electron in $s$ scatter into $a$ and $b$, and back.

Neither coupling leaves an orbital occupied while acting on another, so neither adds a mean field. The orbital energies are then the Fock energies, and the pair excitation costs $2(\varepsilon_u-\varepsilon_g)=\Delta$. Stretching the bond is represented by lowering $\Delta$. That $\Delta$ equals twice the orbital gap is a feature of the model, which has no Coulomb or exchange terms between the pair orbitals. In a real bond those terms make the diagonal gap $\langle D|H|D\rangle-\langle0|H|0\rangle$ smaller than twice the Fock gap: for BH at 7.0 bohr, treated below, the two are 0.16 and 0.37 hartree.

From $|0\rangle$ the Hamiltonian reaches $|D\rangle$. From $|D\rangle$ it reaches $|T\rangle$, with occupied orbitals $u_\downarrow,a,b$, and from $|T\rangle$ it can only return. With energies measured from the reference and a suitable sign of $|T\rangle$,

$$H=\begin{pmatrix}0&K&0\\K&\Delta&v\\0&v&D_3\end{pmatrix},\qquad
D_3=\varepsilon_u+\varepsilon_a+\varepsilon_b-2\varepsilon_g-\varepsilon_s .$$

Because this space is closed, the other singles and doubles have zero amplitudes and multipliers. A CCSD solution with all singles and doubles allowed confirms this.

## The amplitude and its multiplier

The cluster operator creates the pair excitation with amplitude $t$. It cannot act twice, so $e^{T}|0\rangle=|0\rangle+t|D\rangle$. On the left, $\langle D|e^{-T}=\langle D|-t\langle0|$. The energy and the amplitude equation are

$$E=\langle0|H(|0\rangle+t|D\rangle)=Kt,$$

$$0=\langle D|e^{-T}He^{T}|0\rangle=(K+\Delta t)-t(Kt)=K+\Delta t-Kt^2 .$$

The root with the lower energy is

$$t=\frac{\Delta-\sqrt{\Delta^2+4K^2}}{2K}=-\frac{2K}{\Delta+\sqrt{\Delta^2+4K^2}} .$$

For $\Delta\ge0$ the last denominator is at least $2K$, so $|t|\le1$, with equality at $\Delta=0$.

CCSD also has a left state, $\langle L|=\langle0|(1+\Lambda)e^{-T}$, which supplies energy derivatives. Here $\Lambda$ removes the pair excitation with weight $\lambda$, so

$$\langle L|=(1-\lambda t)\langle0|+\lambda\langle D| .$$

The multiplier is fixed by making $\langle0|(1+\Lambda)e^{-T}He^{T}|0\rangle=Kt+\lambda(K+\Delta t-Kt^2)$ stationary with respect to $t$, which gives $K+\lambda(\Delta-2Kt)=0$. This is the same condition as $\langle L|H|D\rangle=E\lambda$:

$$(1-\lambda t)K+\lambda\Delta=\lambda Kt
\quad\Longrightarrow\quad K+\lambda(\Delta-2Kt)=0 .$$

The amplitude equation gives $\Delta=K(t^2-1)/t$. Hence

$$\Delta-2Kt=\frac{K(t^2-1-2t^2)}{t}=-\frac{K(1+t^2)}{t},
\qquad \lambda=\frac{t}{1+t^2}.$$

The bound follows from a perfect square:

$$\frac12-|\lambda|=\frac{1+t^2-2|t|}{2(1+t^2)}=\frac{(1-|t|)^2}{2(1+t^2)}\ge0 .$$

Thus $|\lambda|$ never exceeds one half, and it reaches one half at $|t|=1$.

## What the multiplier knows

Inserting $\lambda$ gives $1-\lambda t=1/(1+t^2)$, and therefore

$$\langle L|=\frac{\langle0|+t\langle D|}{1+t^2}.$$

This is the bra of the pair wavefunction divided by its squared norm. In the normalized state the coefficients are $c_0=1/\sqrt{1+t^2}$ and $c_D=t/\sqrt{1+t^2}$, so

$$\lambda=c_0c_D,\qquad t\lambda=c_D^2=\frac{t^2}{1+t^2}.$$

The first product is largest in magnitude when the two determinants have equal weight. The second is the probability of finding the pair in $|D\rangle$, which cannot exceed one. The amplitude $t$, by contrast, is a ratio $c_D/c_0$ and has no upper bound once $|0\rangle$ loses its dominance.

## The two triples corrections

To lowest order, the triple amplitude balances its gap against its source in $|D\rangle$:

$$D_3t_3+vt=0\quad\Longrightarrow\quad t_3=-\frac{vt}{D_3}.$$

Both methods use this same $t_3$. The coupling $v$ returns the triple to $|D\rangle$, where the left amplitude is either $t$ or $\lambda$:

$$E_{(T)}=t\,v\,t_3=-\frac{v^2t^2}{D_3},\qquad
E_\Lambda=\lambda\,v\,t_3=-\frac{v^2}{D_3}\frac{t^2}{1+t^2}=\frac{E_{(T)}}{1+t^2}.$$

For small $t$, $E_\Lambda-E_{(T)}\approx v^2t^4/D_3$, so the methods nearly agree when the reference dominates. At fixed $v$ and $D_3$, the slopes of the two functions $f$ with respect to $|t|$ are $2|t|$ and $2|t|/(1+t^2)^2$. The Lambda correction therefore grows more slowly at every nonzero $|t|$.

The bound $|\lambda|\le1/2$ is only part of this explanation. Beyond $|t|=1$ the multiplier falls, yet $t\lambda$ continues to rise towards one. The quantity that controls the energy is this product, a normalized weight. In the range $|t|\le1$ the reduction is at most a factor of two.

Ordinary perturbation theory in $v$ shows which form is right. At $v=0$ the normalized pair state has energy $Kt$ and couples to $|T\rangle$ with strength $vc_D$. The second-order shift is

$$E_2=-\frac{v^2c_D^2}{D_3-Kt}=-\frac{v^2t^2}{(1+t^2)(D_3+|Kt|)},$$

where $Kt<0$ was used. The Lambda correction has the correct numerator. Its denominator omits the correlation energy $|Kt|$ of the pair, so the correction is larger in magnitude than $E_2$ by the factor $(D_3+|Kt|)/D_3$. The (T) correction has this same fault and lacks the normalization too.

## Numbers for the model

Take $K=0.2$ and $v=0.05$ hartree, with $\varepsilon_s=-0.5$ and $\varepsilon_a=\varepsilon_b=0.25$ hartree, so that $D_3=1+\tfrac34\Delta$ hartree. At $\Delta=0$ the amplitude is $t=-1$, the multiplier is $\lambda=-0.5$, and

$$E_{(T)}=-\frac{(0.05)^2(1)}{1}=-2.50\ \text{millihartree},\qquad E_\Lambda=-1.25\ \text{millihartree}.$$

Diagonalizing the model Hamiltonian puts the energy 1.04 millihartree below CCSD. The second-order formula gives $-2.50\times0.5/1.2=-1.04$ millihartree. Thus (T) overshoots by a factor of about 2.4 and the Lambda form by about 1.2.

At $\Delta=2$ hartree, where $|t|\approx0.10$, the two corrections differ by about 1%. At $\Delta=-0.3$ hartree the doubly excited determinant has become the lower one, and $t=-2$. The multiplier has fallen in magnitude to 0.4, while $t\lambda$ has risen to 0.8. The corrections are $-12.9$ millihartree for (T) and $-2.6$ for Lambda, against a true shift of $-1.7$.

A small triple gap is a separate difficulty. Keep $\Delta=0$ but move the neighbour's levels so that $D_3=0.05$ hartree. The corrections become $-50$ and $-25$ millihartree, while the true shift is $-5.0$. The ratio is still one half, but the Lambda result is five times too large. As $D_3\to0$ both corrections diverge, because the normalization acts on the numerator alone.

## Several separated pairs

If each distant pair were damped by the norm of the whole wavefunction, the correction per pair would shrink as pairs were added. The multipliers avoid this. For two separated copies $A$ and $B$ of the model, $H=H_A+H_B$ and $T=T_A+T_B$. In general $\Lambda$ also has mixed terms that remove one single excitation from each system. Here the singles play no part, and the product $\Lambda_A\Lambda_B$ of the two pair de-excitations is a quadruple, outside CCSD, so $\Lambda=\Lambda_A+\Lambda_B$. The quantity whose stationarity fixes the multipliers is $\langle0|(1+\Lambda)e^{-T}He^{T}|0\rangle$. A cross term with $\Lambda_A$ and $H_B$ vanishes, because $\Lambda_A$ finds no excitation on $A$ to remove. The expression is a sum over the systems, and each pair keeps its own factor $1/(1+t^2)$.

## A real bond: BH

In a molecule, triples are reached from many doubles, $\Lambda$ has singles as well, and no single factor $1/(1+t^2)$ relates the two corrections. BH shows how much of the model survives. The calculations use the 6-31G basis, a restricted Hartree–Fock reference and a frozen boron 1s core. Errors are relative to full configuration interaction in the same orbital space, which leaves out core correlation, basis-set incompleteness and relativity.

At 2.4 bohr the highest occupied orbital is mainly a boron lone pair; it takes on the character of the bond orbital as the molecule is stretched. The output uses the label "bond-pair double" at all three distances for the leading $\sigma$ double out of this orbital. For that double, $|t|$ rises from 0.06 at 2.4 bohr to 0.37 at 4.5 bohr and 0.90 at 7.0 bohr. Its multiplier rises from 0.06 to 0.31 and then 0.43. The pair formula gives 0.061, 0.325 and 0.497, so it describes the saturation but lies somewhat high. The printed orbital numbers count all molecular orbitals, so number 4 is the lowest virtual one; the virtual $\sigma$ orbital of the leading double is number 6 at 2.4 and 4.5 bohr and number 4 at 7.0 bohr. The number gives only its place in the order of orbital energies, so the change does not by itself show a change of character.

At 7.0 bohr the corrections are $-8.7$ millihartree for (T) and $-5.5$ for Lambda, a ratio of 0.63. The pair estimate is $1/(1+0.90^2)=0.55$. The closeness is partly a balance of opposing effects. Replacing $t$ by $\lambda$ on the left for this double alone gives $-3.7$ millihartree, a ratio of 0.42; the singles term, which the model lacks, falls from $+3.1$ millihartree in (T) to $+0.1$ in the Lambda form and works the other way, and the other doubles supply the rest. At 2.4 bohr the computed ratio is 0.94, whereas this one amplitude would give 0.996. At that distance doubles from the same orbital into $\pi$ orbitals have larger amplitudes, so a single $\sigma$ amplitude cannot stand for the whole pair.

The errors show where the slower growth helps. At 2.4 and 4.5 bohr, CCSD(T) is slightly closer to the reference: its errors are 0.30 and 0.29 millihartree, against 0.34 and 0.43 with Lambda triples. At 7.0 bohr CCSD lies 4.0 millihartree too high. The (T) correction takes the energy to 4.8 too low, a larger error than that of CCSD in this basis, while the Lambda correction leaves it 1.6 too low. These numbers are not converged in the basis. In cc-pVDZ the corrections at 7.0 bohr are $-19.1$ and $-11.4$ millihartree (ratio 0.60), and the errors are $+10.4$ for CCSD, $-8.6$ for CCSD(T) and $-1.0$ with Lambda triples, so (T) still overshoots but by less than the CCSD error. At 2.4 and 4.5 bohr the errors are 0.5 and 0.8 for CCSD(T) against 0.6 and 1.2 with Lambda triples. The amplitudes are $|t|=0.05$, 0.34 and 0.85 and the multipliers 0.05, 0.28 and 0.41. The order of the two methods at each distance is the same in both bases. The gap between the highest occupied and lowest virtual orbitals has meanwhile fallen from 0.41 to 0.18 hartree; only at 7.0 bohr is the lowest virtual orbital the one used by the leading $\sigma$ double. Both corrections use orbital-energy denominators, and the Lambda form offers no protection if these become small. The numerical output below gives the full set of values.

## Computed results

```
Model: K = 0.20 Eh, v = 0.05 Eh
Delta/Eh      t   lambda  t*lambda  D3/Eh
     2.0 -0.0990  -0.0981   0.0097   2.500
     1.0 -0.1926  -0.1857   0.0358   1.750
     0.4 -0.4142  -0.3536   0.1464   1.300
     0.0 -1.0000  -0.5000   0.5000   1.000
    -0.3 -2.0000  -0.4000   0.8000   0.775
Triples energies in mEh; exact = exact minus CCSD
Delta/Eh     (T)   Lambda    exact  Lambda/(T)
     2.0  -0.0098  -0.0097  -0.0096   0.9903
     1.0  -0.0530  -0.0511  -0.0500   0.9642
     0.4  -0.3299  -0.2816  -0.2654   0.8536
     0.0  -2.5000  -1.2500  -1.0435   0.5000
    -0.3 -12.9032  -2.5806  -1.7011   0.2000
Small denominator, Delta = 0: D3 = 0.050 Eh
  (T) -50.000, Lambda -25.000, exact -4.963 mEh
BH, 6-31G, RHF reference, frozen B 1s; FCI in same space
R/bohr      E_HF/Eh     E_FCI/Eh  orbital gap/Eh
  2.4    -25.108478   -25.171973    0.4133
  4.5    -24.990855   -25.093009    0.3313
  7.0    -24.883539   -25.061712    0.1836
Leading bond-pair double (virtual orbitals counted from 1)
R/bohr  orbitals    |t|  |lambda|  |t|/(1+t^2)
  2.4     6,6     0.0615   0.0578   0.0613
  4.5     6,6     0.3693   0.3097   0.3250
  7.0     4,4     0.9002   0.4322   0.4972
Triples corrections in mEh
R/bohr      (T)    Lambda  Lambda/(T)
  2.4    -0.710    -0.670   0.9437
  4.5    -1.762    -1.620   0.9199
  7.0    -8.749    -5.524   0.6314
Errors against FCI in mEh
R/bohr     CCSD  CCSD(T)  CCSD+Lambda triples
  2.4     1.010     0.300     0.340
  4.5     2.050     0.288     0.429
  7.0     3.954    -4.795    -1.570
```
